\section*{Why plane-wave bands jump along k, and how to smooth them}

\section*{Question}

A band structure is computed with the projector augmented-wave (PAW) method at a fixed potential and a fixed cutoff energy. The crystal Hamiltonian varies smoothly with the Bloch vector $\mathbf k$, yet on a fine mesh an isolated band shows small steps. Where do they come from, how large are they, and can the kinetic energy be changed so that the steps vanish?

\section*{Answer: the mechanism}

Hartree atomic units are used. The smooth part of a Bloch state is expanded in plane waves $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$, where $\mathbf G$ is a reciprocal-lattice vector. The coefficients obey
\begin{align}
H\mathbf c&=ES\mathbf c,\qquad \mathbf c^\dagger S\mathbf c=1,\\
H_{\mathbf G\mathbf G'}&=\tfrac12|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+V_{\mathbf G-\mathbf G'}+\sum_{ij}p_i(\mathbf k+\mathbf G)D_{ij}p_j^*(\mathbf k+\mathbf G'),\\
S_{\mathbf G\mathbf G'}&=\delta_{\mathbf G\mathbf G'}+\sum_{ij}p_i(\mathbf k+\mathbf G)Q_{ij}p_j^*(\mathbf k+\mathbf G').
\end{align}
Here $V$ is the smooth local potential, $p_i$ are Fourier coefficients of localized projectors, and $D$ and $Q$ are the one-centre corrections to energy and overlap. All these data stay fixed along the path, and $S$ is positive definite.

Suppose first that the set of $\mathbf G$ is also fixed. Each matrix element is then a smooth function of $\mathbf k$, because the Fourier transform of a localized projector is smooth. An isolated band is a simple root of $\det(H-ES)=0$. At a simple root the derivative of the determinant with respect to $E$ is nonzero, so the implicit function theorem makes $E(\mathbf k)$ smooth. A finite basis by itself causes no step.

The usual basis, however, is not a fixed set. It holds the waves with
\begin{equation}
|\mathbf k+\mathbf G|<K,\qquad K=\sqrt{2E_{\rm cut}} .
\end{equation}
As $\mathbf k$ moves, waves enter and leave this sphere. At a crossing the matrices change their dimension, and the variational space changes at once. An entering wave can only lower an ordered eigenvalue or leave it unchanged, by the min--max principle; a leaving wave does the reverse. The band therefore drops on entry and rises on exit, unless the wave does not couple to the state.

\section*{The jump from the tail coefficient}

Let $\mathbf g$ be the wave that crosses. At the crossing vector $\mathbf k_*$, call the energy of the chosen band $E_+$ when $\mathbf g$ is included and $E_-$ when it is not. The jump is $J=E_--E_+\ge0$.

Take the normalized eigenvector $\mathbf c$ of the larger basis and delete its component on $\mathbf g$, which leaves $\mathbf u=\mathbf c-c_{\mathbf g}\mathbf e_{\mathbf g}$. With $M=H-E_+S$, the eigenvalue equation is $M\mathbf c=0$. Since $M$ is Hermitian, $\mathbf c^\dagger M=0$ as well. Expanding the quadratic form gives
\begin{align}
\mathbf u^\dagger M\mathbf u
&=\mathbf c^\dagger M\mathbf c-c_{\mathbf g}\mathbf c^\dagger M\mathbf e_{\mathbf g}-c_{\mathbf g}^*\mathbf e_{\mathbf g}^\dagger M\mathbf c+|c_{\mathbf g}|^2M_{\mathbf g\mathbf g}\nonumber\\
&=|c_{\mathbf g}|^2M_{\mathbf g\mathbf g}.
\end{align}
The first three terms vanish. Dividing by the norm of $\mathbf u$ gives its mean energy,
\begin{equation}
\frac{\mathbf u^\dagger H\mathbf u}{\mathbf u^\dagger S\mathbf u}
=E_++\frac{|c_{\mathbf g}|^2M_{\mathbf g\mathbf g}}{\mathbf u^\dagger S\mathbf u}.
\end{equation}
The vector $\mathbf u$ lies in the smaller basis. For the lowest band its mean energy cannot lie below $E_-$, so
\begin{equation}
J\le\frac{|c_{\mathbf g}|^2M_{\mathbf g\mathbf g}}{\mathbf u^\dagger S\mathbf u}.
\label{bound}
\end{equation}

A bound is not yet an estimate. To obtain one, let $\psi_l$ and $\varepsilon_l$ be the normalized eigenvectors and energies of the smaller basis, with $\varepsilon_n=E_-$. Write $\mathbf c=\sum_la_l\psi_l+c_{\mathbf g}\mathbf e_{\mathbf g}$ and define the coupling $w_l=\mathbf e_{\mathbf g}^\dagger(H-E_+S)\psi_l$. Projecting $M\mathbf c=0$ on $\psi_l$ and on $\mathbf g$ gives
\begin{align}
(\varepsilon_l-E_+)a_l+w_l^*c_{\mathbf g}&=0,\label{row1}\\
\sum_lw_la_l+M_{\mathbf g\mathbf g}c_{\mathbf g}&=0.
\end{align}
For a coupled wave, solve the first line for $a_l$, insert it in the second and divide by $c_{\mathbf g}$:
\begin{equation}
M_{\mathbf g\mathbf g}=\sum_l\frac{|w_l|^2}{\varepsilon_l-E_+}.
\end{equation}
The term $l=n$ has the denominator $J$. Separating it gives
\begin{equation}
J=\frac{|w_n|^2}{M_{\mathbf g\mathbf g}-r},\qquad
r=\sum_{l\ne n}\frac{|w_l|^2}{\varepsilon_l-E_+}.
\label{schur}
\end{equation}
The number $r$ describes the relaxation of the other states. When $K$ is large compared with the Fourier width of the potential and projectors, $\mathbf g$ couples appreciably only to waves close to it, so the main terms of $r$ come from states near the cutoff, for which $\varepsilon_l-E_+$ is of order $E_{\rm cut}$. If $v$ is a typical coupling strength, $r/M_{\mathbf g\mathbf g}$ is of order $(v/E_{\rm cut})^2$. In that regime low states contribute little, because their own couplings to $\mathbf g$ are small, provided that none is nearly degenerate with band $n$. At moderate cutoff lower states can contribute comparably; what the estimate below needs is $|r|\ll M_{\mathbf g\mathbf g}$ together with $|a_n|\simeq1$.

Equation (\ref{row1}) for $l=n$ gives $|c_{\mathbf g}|=J|a_n|/|w_n|$. At high cutoff $|a_n|\simeq1$ and $J\simeq|w_n|^2/M_{\mathbf g\mathbf g}$, so $|c_{\mathbf g}|\simeq|w_n|/M_{\mathbf g\mathbf g}$. Eliminating $w_n$ yields
\begin{equation}
J\simeq|c_{\mathbf g}|^2\left(H_{\mathbf g\mathbf g}-E_+S_{\mathbf g\mathbf g}\right)\approx E_{\rm cut}|c_{\mathbf g}|^2 .
\label{jump}
\end{equation}
The last form keeps only the kinetic energy at the sphere. It is a quick estimate when $E_{\rm cut}$ is large compared with the potential and band energies. The jump is quadratic in the tail coefficient because the energy is stationary at the eigenvector.

If symmetry makes several waves cross together in the same direction, delete all their components at once. With $\mathbf r_{\rm c}$ the deleted vector, the same algebra gives $\mathbf u^\dagger M\mathbf u=\mathbf r_{\rm c}^\dagger M\mathbf r_{\rm c}$. At high cutoff the diagonal kinetic terms dominate, and the separate estimates add. At a band degeneracy the single-state formula does not apply.

\section*{How fast the jumps shrink}

The row of the eigenvalue equation that belongs to $\mathbf g$ reads
\begin{equation}
c_{\mathbf g}=-\frac{1}{M_{\mathbf g\mathbf g}}\sum_{\mathbf G\ne\mathbf g}(H-E_+S)_{\mathbf g\mathbf G}\,c_{\mathbf G}.
\label{tail}
\end{equation}
The tail is thus fed by the potential and projector terms that connect $\mathbf g$ with the other waves, both directly with the main waves of the state and through intermediate ones. Smooth PAW data make it fall rapidly.

A bare nucleus of charge $Z$ in a three-dimensional cell of volume $\Omega$ shows the opposite limit. Then $S=1$ and $V_{\mathbf q}=-4\pi Z/(\Omega q^2)$. The large coefficients have small $|\mathbf k+\mathbf G|$, so in (\ref{tail}) one may put $|\mathbf g-\mathbf G|\simeq K$ and $M_{\mathbf g\mathbf g}\simeq K^2/2$. With the nucleus at the origin, $\sum_{\mathbf G}c_{\mathbf G}=\sqrt\Omega\,\psi(0)$. Hence
\begin{align}
|c_{\mathbf g}|&\simeq\frac{2}{K^2}\,\frac{4\pi Z}{\Omega K^2}\sqrt\Omega\,|\psi(0)|
=\frac{8\pi Z|\psi(0)|}{\sqrt\Omega\,K^4},\\
J&\simeq\frac{K^2}{2}|c_{\mathbf g}|^2
=\frac{32\pi^2Z^2|\psi(0)|^2}{\Omega K^6}
=\frac{4\pi^2Z^2|\psi(0)|^2}{\Omega E_{\rm cut}^3},
\end{align}
where $K^6=8E_{\rm cut}^3$ was used. This is the leading term at large $K$. For $Z=1$ in a cubic cell of side 3 bohr, with $\psi(0)$ taken from the same basis, single jumps lie within about $20\%$ of it for $K$ between 6 and 15 bohr$^{-1}$. For a state that is nonzero at the nucleus, the jumps fall only as the inverse third power of the cutoff.

\section*{A kinetic function that closes the jump}

One might keep the same $\mathbf G$ vectors for all $\mathbf k$. This removes the steps, but the bands lose their periodicity. Replacing $\mathbf k$ by $\mathbf k+\mathbf b$, with $\mathbf b$ a reciprocal-lattice vector, should merely relabel the waves; a finite fixed set is not mapped onto itself by this relabelling. A better cure depends on $\mathbf k+\mathbf G$ alone.

Let $x=|\mathbf k+\mathbf G|/K$. Replace the diagonal kinetic energy by $E_{\rm cut}F(x)$, with
\begin{equation}
F(x)=\begin{cases}
x^2,&x\le x_0,\\[2pt]
x^2+\dfrac{t^4}{(1-t)^m},&x_0<x<1,
\end{cases}
\qquad t=\frac{x-x_0}{1-x_0}.
\label{F}
\end{equation}
Below $x_0$ this is the ordinary kinetic energy, since $E_{\rm cut}x^2=|\mathbf k+\mathbf G|^2/2$. At the sphere it diverges. A wave about to leave has become so costly that its coefficient has already gone to zero, and its removal changes nothing.

To find the degree of smoothness, let $d=K-|\mathbf k+\mathbf g|$ be the distance of the wave inside the sphere. Then
\begin{equation}
1-t=\frac{1-x}{1-x_0}=\frac dW,\qquad W=K(1-x_0).
\end{equation}
Equation (\ref{schur}) still holds at each $\mathbf k$ inside, with the states and couplings of the modified problem. Only the diagonal element has changed: $M_{\mathbf g\mathbf g}=E_{\rm cut}F+\eta$, where $\eta$ collects the finite potential, PAW and overlap terms. The lowering of the band by the wave is
\begin{equation}
\Delta=\frac{|w_n|^2}{E_{\rm cut}F+\eta-r}
=\frac{|w_n|^2(1-t)^m}{E_{\rm cut}\left[t^4+x^2(1-t)^m\right]+(\eta-r)(1-t)^m}.
\end{equation}
As $d\to0$, the denominator tends to $E_{\rm cut}$, while the numerator vanishes. To leading order in $d$,
\begin{equation}
\Delta\simeq\frac{|w_n|^2}{E_{\rm cut}}\left(\frac dW\right)^m .
\label{closing}
\end{equation}
This limit does not require a high cutoff, because the divergence of $F$ suppresses $\eta$ and $r$.

Outside the sphere the wave is absent and $\Delta=0$. The band is therefore continuous, and its derivatives below order $m$ match. Along a line on which $d$ changes at unit rate, the $m$-th derivative jumps by
\begin{equation}
\frac{m!\,|w_n|^2}{E_{\rm cut}W^m}
\label{derivative}
\end{equation}
in magnitude. For $m=1$ a kink remains; for $m=2$ the slope is continuous and the curvature jumps; for $m=3$ the curvature is continuous too. The factor $t^4$ in (\ref{F}) joins the two pieces at $x_0$ with three continuous derivatives, so for these $m$ the join does not spoil the result. The restored smoothness is finite and is chosen through $m$ up to $m=4$. A larger $m$ brings no further gain, because the fourth derivative of $t^4$ jumps at $x_0$, and the band inherits this jump when a wave passes $x_0K$.

\section*{The price of the change}

Two comparisons bound the modified energies. First, $F(x)\ge x^2$, so in the same basis the modified Hamiltonian is never below the ordinary one. Second, restrict the trial states to waves with $|\mathbf k+\mathbf G|<x_0K$. There the two Hamiltonians agree, and a restriction cannot lower an ordered eigenvalue. Min--max then gives
\begin{equation}
E_n(E_{\rm cut})\le E_n^{\rm mod}(E_{\rm cut})\le E_n(x_0^2E_{\rm cut}).
\label{sandwich}
\end{equation}
Both outer energies approach the same limit as the cutoff grows, and so does the middle one.

The choice of $x_0$ is a compromise. A small $x_0$ weakens the upper bound. As $x_0\to1$, $W$ tends to zero: the band stays continuous, but it makes nearly the old step within a narrow interval, and (\ref{derivative}) grows as $W^{-m}$.

In PAW, only the kinetic energy of the plane-wave part is altered; the projectors, $D$ and $Q$ are kept. The one-centre terms in $D$ were built to correct the ordinary kinetic energy near the atoms. At finite cutoff this balance is slightly disturbed in the tail, which adds to the basis error. By (\ref{sandwich}) the disturbance disappears in the converged limit.

\section*{Numbers for a one-dimensional crystal}

Consider a chain with cell length $6$ bohr. Each cell holds a well $-e^{-x^2/(2s^2)}$ hartree and a normalized projector proportional to $e^{-x^2/(2s^2)}$, both with $s=0.5$ bohr. The PAW strengths are $D=-0.2$ hartree and $Q=0.2$. These are round model parameters, not data generated for an atom. The reciprocal-lattice constant is $b=2\pi/6=1.0472$ bohr$^{-1}$.

At $E_{\rm cut}=10$ hartree, $K=\sqrt{20}=4.472$ bohr$^{-1}$. The wave $g=4b$ leaves when $k+4b=K$, at $k_*=0.2706\,b$. Its coefficient in the lowest band is $|c_g|=4.8946\times10^{-3}$, and $H_{gg}-E_+S_{gg}=10.228$ hartree. Equation (\ref{jump}) gives
\begin{equation}
J\simeq(4.8946\times10^{-3})^2(10.228)=2.450\times10^{-4}\ {\rm hartree}.
\end{equation}
The one-sided limits of the computed band differ by $2.447\times10^{-4}$ hartree, or $6.66$ meV. The estimate is high by about $0.1\%$ of the jump. The bound (\ref{bound}) is $2.451\times10^{-4}$ hartree. The rough form $E_{\rm cut}|c_g|^2$ gives $2.40\times10^{-4}$ hartree, about $2\%$ low.

The same comparison at other cutoffs, with energies in hartree, is
\begin{center}
\begin{tabular}{rccc}
$E_{\rm cut}$ & $|c_g|$ & measured $J$ & estimate\\
6 & $1.71\times10^{-2}$ & $1.816\times10^{-3}$ & $1.820\times10^{-3}$\\
10 & $4.89\times10^{-3}$ & $2.447\times10^{-4}$ & $2.450\times10^{-4}$\\
22 & $2.72\times10^{-4}$ & $1.639\times10^{-6}$ & $1.639\times10^{-6}$
\end{tabular}
\end{center}
From 6 to 22 hartree the jump falls by a factor of about 1100. A tail coefficient from a converged calculation gives a somewhat cruder estimate: at 10 hartree it predicts $2.477\times10^{-4}$ hartree, $1.2\%$ above the measured jump.

The second band at 10 hartree jumps by only $1.774\times10^{-6}$ hartree, against an estimate of $1.777\times10^{-6}$. One cutoff can thus produce very different steps in different bands.

\subsection*{What a small step does to a curvature}

Effective masses need second derivatives. Take three points $k_0-h$, $k_0$ and $k_0+h$, with $k_0=k_*+h/2$. The wave is present at the first point and absent at the other two, whose energies are raised by approximately $J$. The error in the three-point curvature is therefore
\begin{equation}
\frac{J-2J+0}{h^2}=-\frac J{h^2}.
\end{equation}
For $h=0.01$ bohr$^{-1}$ this is $-2.447\times10^{-4}/10^{-4}=-2.447$ hartree bohr$^2$. The ordinary basis gives a curvature of $-2.492$, whereas the converged one is $-0.023$ in the same unit. The step has swamped the curvature by a factor of about one hundred, and a smaller $h$ makes matters worse.

Now use (\ref{F}) with $x_0=0.8$ and $m=2$. The three-point curvature becomes $-0.018$ hartree bohr$^2$. The huge artefact is gone, but the result still differs from the converged value by about $24\%$ of that value. Most of this error comes from the modification itself. With the ordinary kinetic energy and a set of waves held fixed across the three points, the curvature is $-0.0224$ if $g$ is kept and $-0.0218$ if it is left out, both within about $6\%$ of the converged value. The wave responsible is not $g$, which is absent or almost fully suppressed at the three points. It is the wave $G=-4b$ near the opposite cutoff boundary. There it has $x\approx0.87$, inside the region where $F$ exceeds $x^2$, and its raised kinetic energy varies with $k$ and bends the band. A higher cutoff makes this effect small: on a mesh over half the zone, the largest error of the modified three-point curvature of the lowest band falls from $1.5\times10^{-2}$ hartree bohr$^2$ at 10 hartree to $7.8\times10^{-4}$ at 15 hartree.

\subsection*{The order of the remaining discontinuity}

The width of the blown-up region is $W=4.472\times0.2=0.894$ bohr$^{-1}$. The coupling in the modified problem is $|w_n|=0.0500$ hartree, so $|w_n|^2/E_{\rm cut}=2.50\times10^{-4}$ hartree. Equation (\ref{derivative}) predicts
\begin{align}
m=1:\quad&\frac{2.50\times10^{-4}}{0.894}=2.80\times10^{-4}\ {\rm hartree\ bohr},\\
m=2:\quad&\frac{2(2.50\times10^{-4})}{(0.894)^2}=6.25\times10^{-4}\ {\rm hartree\ bohr}^2 .
\end{align}
Taken as inside minus outside, the computed slope jump is $+2.80\times10^{-4}$ and the curvature jump is $-6.25\times10^{-4}$ in these units. The signs follow from $E_{\rm inside}-E_{\rm outside}=-\Delta$ with $d=k_*-k$: one derivative of $-d$ is $+1$, while two derivatives of $-d^2$ give $-2$. Tests also confirm continuity of the energy for $m=1,2,3$, of the slope for $m=2,3$, and of the curvature for $m=3$, within numerical tolerances.

The price can be read from the largest error of the three lowest bands on a mesh over half the zone. At 10 hartree it is $5.9\times10^{-4}$ hartree for the ordinary basis and $6.8\times10^{-4}$ for the modified one with $m=2$. The ordinary basis at the reduced cutoff $x_0^2E_{\rm cut}=6.4$ hartree has $3.4\times10^{-3}$. At 22 hartree the first two errors fall to $6.0\times10^{-6}$ and $7.9\times10^{-6}$. In this model the modified bands lie much nearer to the lower side of (\ref{sandwich}) by this measure.

Finally, the fixed set $G=-4b,\ldots,4b$ has no step at $k_*$, but it gives $E(0.7b)-E(-0.3b)=1.4\times10^{-4}$ hartree for two equivalent points. This is comparable with the jump it was meant to remove. The modified kinetic function gives equal energies at these points within the numerical tolerance. For comparison, the jumps of the lowest band at 8 and 15 hartree are $6.07\times10^{-4}$ and $2.62\times10^{-5}$ hartree.

\section*{Computed results}
\begin{verbatim}
cell 6.0 bohr; well depth 1.0 hartree, width 0.5 bohr
projector width 0.5 bohr; D -0.2 hartree; Q 0.2
reciprocal lattice constant b = 1.04720 1/bohr
Lowest band: cutoff (hartree), crossing k/b, g/b, tail |c_g|
    6  0.3080  +3  1.7101e-02
    8  0.1803  -4  8.5964e-03
   10  0.2706  +4  4.8946e-03
   15  0.2304  +5  1.3120e-03
   22  0.3343  +6  2.7157e-04
Cutoff; jump; tail estimate; estimate from converged tail (hartree)
    6  1.8161e-03  1.8202e-03  1.8551e-03
    8  6.0712e-04  6.0829e-04  6.1693e-04
   10  2.4474e-04  2.4504e-04  2.4774e-04
   15  2.6202e-05  2.6215e-05  2.6394e-05
   22  1.6389e-06  1.6392e-06  1.6463e-06
At 10 hartree: H_gg - E S_gg = 10.2282 hartree
Upper bound on jump = 2.45064e-04 hartree
Main jump = 2.44737e-04 hartree = 6.6596 meV
Second band: jump 1.7740e-06, estimate 1.7768e-06 hartree
Fixed set: E(0.7b)-E(-0.3b) = 1.4055e-04 hartree
K = 4.47214 1/bohr; x0 = 0.8; W = 0.89443 1/bohr
m=1: |w| = 5.00014e-02 hartree; law ratio 0.99849
m=2: |w| = 5.00019e-02 hartree; law ratio 0.99695
m=3: |w| = 5.00026e-02 hartree; law ratio 0.99668
Jumps below: inside minus outside the crossing
m=1 slope: 2.7952e-04, law 2.7952e-04 hartree bohr
m=2 curvature: -6.2509e-04, law -6.2505e-04 hartree bohr^2
Largest error, 3 bands, cutoff 10 hartree (in hartree):
 standard 5.880e-04, modified m=2 6.776e-04
 standard at reduced cutoff 6.40: 3.425e-03
Largest error, 3 bands, cutoff 22 hartree (in hartree):
 standard 6.019e-06, modified m=2 7.865e-06
 standard at reduced cutoff 14.08: 7.189e-05
Curvature step 0.01 1/bohr; J/h^2 = 2.44737 hartree bohr^2
Curvature standard -2.49188 hartree bohr^2
Curvature modified m=2 -0.01759 hartree bohr^2
Curvature converged -0.02309 hartree bohr^2
\end{verbatim}
